**Fourier-filtered random interface: spectrum, variance, correlation length and box bias**

The program filters real white noise by $\sqrt{S(q)}/a$ on a periodic mesh of spacing $a$ and side $L$, for a target covariance $\Delta^2e^{-r/\Lambda}$ with rms height $\Delta$, correlation length $\Lambda$ and power spectrum $S(q)$. It asserts that $S(q)$ agrees with direct quadrature, and that the covariance built from unit impulses sent through the generator equals the explicit sum over modes. It also asserts the closed forms for the mesh loss, the periodic images, the scatter of the sample variance and the 1/e length against finite mode sums. Seeded ensembles of 12000 and 2000 surfaces then test the mean periodogram, the variance with and without mean subtraction, the scatter and the 1/e length, within stated tolerances. The output shows a mesh loss of 4.8 % of the target variance at $a=\Lambda/6$. Subtracting the mean removes a further 9.8 % in a 12 nm box and 1.4 % in a 32 nm box. The sampled 1/e length is 1.34 nm in the small box and 1.54 nm in the large one, against a target of 1.50 nm.

## Verification by program

```python
"""
Random interface by Fourier filtering of real white noise.

Result under test: filtering unit white noise with sqrt(S(q))/a on a periodic
mesh gives a real surface with spectrum S(q). Its sample variance and its
1/e correlation length carry a mesh loss and a finite-box bias in closed form.

Symbols
  DELTA   target rms height (nm)      CORR   target correlation length (nm)
  a       mesh spacing (nm)           n      mesh points per side
  side    box side n*a (nm)           S(q)   spectrum of DELTA^2 exp(-r/CORR)
  loss    fraction of variance in waves too short for the mesh
  beta    fraction of variance removed by subtracting the surface mean
"""
import numpy as np
from scipy import fft
from scipy.integrate import quad
from scipy.special import j0

DELTA, CORR, MESH = 0.3, 1.5, 0.25


def spectrum(q):
    return 2 * np.pi * DELTA**2 * CORR**2 / (1 + (q * CORR)**2)**1.5


def wave_vectors(n, a):
    k = 2 * np.pi * np.fft.fftfreq(n, a)
    return np.meshgrid(k, k, indexing="ij")


def generate(noise, a):
    """Filter real white noise (last two axes are the mesh); complex output."""
    qx, qy = wave_vectors(noise.shape[-1], a)
    amplitude = np.sqrt(spectrum(np.hypot(qx, qy))) / a
    return fft.ifft2(fft.fft2(noise) * amplitude)


def mode_sum_covariance(n, a, x, y=0.0):
    qx, qy = wave_vectors(n, a)
    weights = spectrum(np.hypot(qx, qy))
    return np.sum(weights * np.cos(qx * x + qy * y)) / (n * a)**2


def mode_sum_scatter(n, a):
    """Standard deviation of the sample variance, in units of DELTA^2."""
    qx, qy = wave_vectors(n, a)
    s = spectrum(np.hypot(qx, qy))
    s[0, 0] = 0.0
    return np.sqrt(2 * np.sum(s**2)) / (n * a)**2 / DELTA**2


def mesh_loss(a):
    x = np.pi * CORR / a
    return 1 - 2 / np.pi * np.arctan(x**2 / np.sqrt(1 + 2 * x**2))


def image_sum(side):
    return sum(np.exp(-side * np.hypot(i, j) / CORR)
               for i in range(-3, 4) for j in range(-3, 4) if (i, j) != (0, 0))


def box_bias(side):
    return 2 * np.pi * (CORR / side)**2


def scatter_formula(side):
    t = (CORR / side)**2
    return np.sqrt(np.pi * t - 8 * np.pi**2 * t**2)


def length_formula(side, a):
    return CORR * (1 - np.log(1 - mesh_loss(a) + box_bias(side) * (np.e - 1)))


def one_over_e_length(cov, a):
    """First 1/e crossing of cov[lag]/cov[0], log-linear between nodes."""
    rho = np.asarray(cov) / cov[0]
    i = int(np.argmax(rho < np.exp(-1)))
    assert i > 0
    upper, lower = np.log(rho[i - 1]), np.log(rho[i])
    return a * (i - 1 + (upper + 1) / (upper - lower))


# Spectrum: closed form against direct quadrature of the covariance
for q in (0.0, 0.7, 2.0):
    direct = quad(lambda r: 2 * np.pi * r * j0(q * r) * DELTA**2
                  * np.exp(-r / CORR), 0, 40 * CORR, limit=400)[0]
    assert abs(direct - spectrum(q)) < 1e-7 * spectrum(0.0)

# Covariance of the generator: every unit impulse is sent through it
n_small = 8
impulses = np.eye(n_small**2).reshape(-1, n_small, n_small)
response = generate(impulses, MESH)
assert np.max(np.abs(response.imag)) < 1e-13
linear_map = response.real.reshape(n_small**2, -1)
generator_cov = linear_map.T @ linear_map
for p in range(n_small**2):
    for m in (0, 13, 42):
        dx = (p // n_small - m // n_small) * MESH
        dy = (p % n_small - m % n_small) * MESH
        expected = mode_sum_covariance(n_small, MESH, dx, dy)
        assert abs(generator_cov[p, m] - expected) < 1e-12

# Mesh loss and periodic images against the finite mode sum
for n, a in ((48, 0.25), (96, 0.125), (128, 0.25)):
    ratio = mode_sum_covariance(n, a, 0.0) / DELTA**2
    assert abs(ratio - (1 - mesh_loss(a) + image_sum(n * a))) < 1e-4
loss_leading = 2 * np.sqrt(2) * MESH / (np.pi**2 * CORR)
assert abs(loss_leading / mesh_loss(MESH) - 1) < 0.01

# The mesh loss acts near zero distance and hardly at one correlation length
cov_at_corr = mode_sum_covariance(128, MESH, CORR) / DELTA**2
assert abs(cov_at_corr - np.exp(-1)) < 1e-3

# Box sizes at which the leading bias and leading scatter reach one percent
side_bias = CORR * np.sqrt(2 * np.pi / 0.01)
side_scatter = CORR * np.sqrt(np.pi) / 0.01
n_scatter = int(round(side_scatter / MESH))
assert abs(mode_sum_scatter(n_scatter, MESH) / 0.01 - 1) < 0.01

print(f"target rms height: {DELTA:.2f} nm")
print(f"target variance: {DELTA**2:.4f} nm^2")
print(f"target correlation length: {CORR:.2f} nm")
print(f"mesh spacing: {MESH:.2f} nm")
print(f"S(0): {spectrum(0.0):.4f} nm^4")
print(f"mesh loss of variance, arctan form: {100 * mesh_loss(MESH):.3f} %")
print(f"mesh loss of variance, leading form: {100 * loss_leading:.3f} %")
print(f"C_N(r=1.5 nm)/variance, 32 nm box: {cov_at_corr:.5f}")
print(f"exp(-1) for comparison: {np.exp(-1):.5f}")

rng = np.random.default_rng(20240)
for n, samples, batch in ((48, 12000, 400), (128, 2000, 50)):
    side = n * MESH
    modes = [(0, 0), (1, 0), (3, 2), (n // 2, 0)]
    relative_variance = np.array([2.0, 1.0, 1.0, 2.0])
    i, j = np.meshgrid(np.arange(n), np.arange(n), indexing="ij")
    phases = np.array([2 * np.pi * (k * i + l * j).ravel() / n
                       for k, l in modes]).T
    cosines, sines = np.cos(phases), np.sin(phases)
    lags = np.arange(10)
    cov = np.zeros(len(lags))
    raw, centred, power = [], [], []
    for _ in range(samples // batch):
        surface = generate(rng.standard_normal((batch, n, n)), MESH)
        assert np.max(np.abs(surface.imag)) < 1e-12
        h = np.ascontiguousarray(surface.real)
        flat = h.reshape(batch, -1)
        power.append(MESH**4 * ((flat @ cosines)**2 + (flat @ sines)**2)
                     / side**2)
        raw.append(np.mean(flat**2, axis=1))
        h -= h.mean(axis=(1, 2), keepdims=True)
        centred.append(np.mean(h**2, axis=(1, 2)))
        for lag in lags:
            cov[lag] += np.mean(h * np.roll(h, lag, axis=1))
    raw = np.concatenate(raw) / DELTA**2
    centred = np.concatenate(centred) / DELTA**2
    power = np.concatenate(power)

    # Periodogram: mean equals the prescribed spectrum
    target = np.array([spectrum(2 * np.pi * np.hypot(k, l) / side)
                       for k, l in modes])
    deviation = np.abs(power.mean(axis=0) / target - 1)
    assert np.all(deviation < 5 * np.sqrt(relative_variance / samples))
    measured_relvar = power.var(axis=0) / target**2
    if n == 48:
        # tolerances are about five standard errors of these estimates
        tolerance = np.where(relative_variance == 2, 0.35, 0.14)
        assert np.all(np.abs(measured_relvar - relative_variance) < tolerance)

    # Variance with known zero mean, and about the surface's own mean
    raw_pred = 1 - mesh_loss(MESH) + image_sum(side)
    centred_pred = raw_pred - box_bias(side)
    raw_error = raw.std() / np.sqrt(samples)
    centred_error = centred.std() / np.sqrt(samples)
    assert abs(raw.mean() - raw_pred) < 5 * raw_error
    assert abs(centred.mean() - centred_pred) < 5 * centred_error

    # Scatter: closed form, mode sum and ensemble
    scatter = scatter_formula(side)
    assert abs(scatter / mode_sum_scatter(n, MESH) - 1) < 0.03
    assert abs(centred.std() / scatter - 1) < 0.08

    # Correlation length: closed form, mode sum and ensemble
    length = length_formula(side, MESH)
    sum_cov = [mode_sum_covariance(n, MESH, lag * MESH)
               - spectrum(0.0) / side**2 for lag in lags]
    length_sum = one_over_e_length(sum_cov, MESH)
    length_sampled = one_over_e_length(cov, MESH)
    assert abs(length / length_sum - 1) < 0.006
    assert abs(length_sampled / length_sum - 1) < 0.015

    print(f"--- box side {side:.0f} nm, {n} x {n} mesh, {samples} surfaces")
    print(f"side / correlation length: {side / CORR:.2f}")
    print(f"periodic images add: {100 * image_sum(side):.4f} % of variance")
    print(f"box bias beta: {100 * box_bias(side):.3f} % of variance")
    print(f"known mean, variance/target: predicted {raw_pred:.4f}")
    print(f"  sampled {raw.mean():.4f} +- {raw_error:.4f}")
    print(f"own mean, variance/target: predicted {centred_pred:.4f}")
    print(f"  sampled {centred.mean():.4f} +- {centred_error:.4f}")
    print(f"scatter of variance/target: closed form {scatter:.4f}")
    print(f"  mode sum {mode_sum_scatter(n, MESH):.4f},"
          f" sampled {centred.std():.4f}")
    print(f"1/e length: closed form {length:.3f} nm")
    print(f"  mode sum {length_sum:.3f} nm, sampled {length_sampled:.3f} nm")
    print(f"rms height of first surface: {DELTA * np.sqrt(centred[0]):.3f} nm")
    if n == 48:
        print("periodogram relative variance, sampled:")
        print(f"  q=0 {measured_relvar[0]:.2f},"
              f" mode (1,0) {measured_relvar[1]:.2f},"
              f" mode (3,2) {measured_relvar[2]:.2f},"
              f" Nyquist {measured_relvar[3]:.2f}")

print("--- box sides for one percent of the variance")
print(f"bias: {side_bias:.1f} nm = {side_bias / CORR:.1f} corr. lengths")
print(f"scatter: {side_scatter:.0f} nm ="
      f" {side_scatter / CORR:.0f} corr. lengths")
print("all good")
```

It prints:

```
target rms height: 0.30 nm
target variance: 0.0900 nm^2
target correlation length: 1.50 nm
mesh spacing: 0.25 nm
S(0): 1.2723 nm^4
mesh loss of variance, arctan form: 4.771 %
mesh loss of variance, leading form: 4.776 %
C_N(r=1.5 nm)/variance, 32 nm box: 0.36772
exp(-1) for comparison: 0.36788
--- box side 12 nm, 48 x 48 mesh, 12000 surfaces
side / correlation length: 8.00
periodic images add: 0.1391 % of variance
box bias beta: 9.817 % of variance
known mean, variance/target: predicted 0.9537
  sampled 0.9558 +- 0.0021
own mean, variance/target: predicted 0.8555
  sampled 0.8572 +- 0.0016
scatter of variance/target: closed form 0.1727
  mode sum 0.1762, sampled 0.1769
1/e length: closed form 1.329 nm
  mode sum 1.332 nm, sampled 1.336 nm
rms height of first surface: 0.299 nm
periodogram relative variance, sampled:
  q=0 2.05, mode (1,0) 1.00, mode (3,2) 1.02, Nyquist 2.15
--- box side 32 nm, 128 x 128 mesh, 2000 surfaces
side / correlation length: 21.33
periodic images add: 0.0000 % of variance
box bias beta: 1.381 % of variance
known mean, variance/target: predicted 0.9523
  sampled 0.9530 +- 0.0019
own mean, variance/target: predicted 0.9385
  sampled 0.9396 +- 0.0018
scatter of variance/target: closed form 0.0808
  mode sum 0.0808, sampled 0.0816
1/e length: closed form 1.536 nm
  mode sum 1.536 nm, sampled 1.537 nm
rms height of first surface: 0.304 nm
--- box sides for one percent of the variance
bias: 37.6 nm = 25.1 corr. lengths
scatter: 266 nm = 177 corr. lengths
all good
```
